# Dielectric head and f-sum rule for insulators with nonlocal potentials, part 1

(Sections cited here and not found follow in the second part.)

## 1. What symmetry and dimensions fix

Hartree atomic units are used throughout ($\hbar=m=e=4\pi\epsilon_0=1$). The system is an insulator of independent electrons with filled states $v$, empty states $c$ and a gap between them. A weak potential $\phi\,e^{i\mathbf q\cdot\mathbf r}$ couples $v$ to $c$ through the pair density

$$\rho_{cv}(\mathbf q)=\langle c|e^{i\mathbf q\cdot\mathbf r}|v\rangle .$$

At $\mathbf q=0$ the operator is the identity and orthogonality gives $\rho_{cv}=0$: a constant potential moves no charge. If $\rho_{cv}$ is smooth in $\mathbf q$, it starts as $\mathbf q\cdot\boldsymbol\ell_{cv}$, where $\boldsymbol\ell_{cv}$ is a vector with the dimension of length. A transition offers an energy $\Delta=e_c-e_v$, whose inverse is a time, and a velocity matrix element $\mathbf v_{cv}$, so the expected form is $\boldsymbol\ell_{cv}\propto\mathbf v_{cv}/\Delta$.

The polarizability $\chi^0_{00}(\mathbf q)$ is a sum of terms $|\rho_{cv}|^2$ over energy denominators, so it starts as a quadratic form in $\mathbf q$. The Coulomb factor $4\pi/q^2$ cancels the length of $\mathbf q$ but leaves its direction. With $\mathbf q=q\mathbf n$, $|\mathbf n|=1$,

$$\varepsilon_{00}=1-\frac{4\pi}{q^2}\chi^0_{00}\;\to\;\mathbf n\cdot\boldsymbol\varepsilon\cdot\mathbf n ,$$

where $\boldsymbol\varepsilon$ is a symmetric tensor with the point symmetry of the crystal. It is a multiple of the unit tensor in a cubic crystal, and diagonal with three independent entries in an orthorhombic one.

At frequencies far above all transitions $\varepsilon-1$ falls as $-\omega_{\rm eff}^2/\omega^2$, and a squared frequency is built as $4\pi\times$ density $\times$ inverse mass. Dimensions leave open which velocity enters $\boldsymbol\ell_{cv}$, with which factor, and which inverse mass enters $\omega_{\rm eff}^2$. The answers differ from $\mathbf p$ and from $1$ once the Hamiltonian

$$H=\tfrac12p^2+V_{\rm loc}(\mathbf r)+V_{\rm nl}$$

contains a nonlocal part. $V_{\rm nl}$ is taken static and Hermitian, and the eigenstates of $H$ are orthonormal in the ordinary scalar product, which excludes schemes with an overlap operator.

## 2. One bound electron

For bound states $\mathbf r$ has finite matrix elements and the exponential can be expanded:

$$\rho_{cv}=\langle c|1+i\mathbf q\cdot\mathbf r+\dots|v\rangle=i\mathbf q\cdot\mathbf r_{cv}+O(q^2).$$

The velocity is defined by the Heisenberg equation, $\mathbf v=i[H,\mathbf r]$. Letting $H$ act to the left on $\langle c|$ and to the right on $|v\rangle$ gives $\mathbf v_{cv}=i(e_c-e_v)\mathbf r_{cv}$, so $i\mathbf r_{cv}=\mathbf v_{cv}/\Delta$ and

$$\rho_{cv}=\frac{\mathbf q\cdot\mathbf v_{cv}}{\Delta}+O(q^2).\tag{1}$$

With $[p_a,r_b]=-i\delta_{ab}$ one has $[p^2/2,r_b]=-ip_b$, hence $i[p^2/2,\mathbf r]=\mathbf p$. A local potential commutes with $\mathbf r$. Therefore

$$\mathbf v=\mathbf p+i[V_{\rm nl},\mathbf r].\tag{2}$$

Let $x=\mathbf n\cdot\mathbf r$. The double commutator is $[[H,x],x]=Hx^2-2xHx+x^2H$. Its expectation value in $|v\rangle$, with a complete set $m$ inserted, is $2e_v\sum_m|x_{mv}|^2-2\sum_me_m|x_{mv}|^2$, so

$$-\langle v|[[H,x],x]|v\rangle=\sum_{m\ne v}2(e_m-e_v)|x_{mv}|^2=\sum_{m\neq v}\frac{2|\mathbf n\cdot\mathbf v_{mv}|^2}{e_m-e_v}.$$

The kinetic part of the left side is $-[-i\,\mathbf n\cdot\mathbf p,x]=i(-i)=1$. This gives

$$\sum_{m\ne v}\frac{2|\mathbf n\cdot\mathbf v_{mv}|^2}{e_m-e_v}=1-\langle v|[[V_{\rm nl},x],x]|v\rangle,\tag{3}$$

which is the Thomas–Reiche–Kuhn rule when $V_{\rm nl}=0$.

A soluble check is the oscillator $H=\tfrac12p^2+\tfrac12\omega_0^2x^2+D|0\rangle\langle0|$ with $D<\omega_0$. The projector leaves every eigenstate unchanged and lifts the ground level by $D$, so $\Delta=\omega_0-D$ for the transition $0\to1$. From $x=(a+a^\dagger)/\sqrt{2\omega_0}$ and $p=i\sqrt{\omega_0/2}\,(a^\dagger-a)$, only level 1 is reached from level 0, with $x_{10}=1/\sqrt{2\omega_0}$ and $p_{10}=i\omega_0x_{10}$, while $v_{10}=i(\omega_0-D)x_{10}$. Equation (1) gives $\rho_{10}=iq\,x_{10}$, independent of $D$, as it has to be because the states do not depend on $D$. Putting $p$ in place of $v$ gives a value too large by the factor $\omega_0/(\omega_0-D)$ when $D>0$. Three sums can be formed:

$$S_{vv}=\frac{2|v_{10}|^2}{\Delta}=1-\frac D{\omega_0},\qquad S_{pv}=\frac{2\,{\rm Re}(p_{10}^*v_{10})}{\Delta}=1,\qquad S_{pp}=\frac{2|p_{10}|^2}{\Delta}=\frac1{1-D/\omega_0}.$$

The right side of (3) agrees with the first. With $P=|0\rangle\langle0|$, $\langle0|Px^2-2xPx+x^2P|0\rangle=2\langle x^2\rangle-2\langle x\rangle^2=1/\omega_0$, so the right side is $1-D/\omega_0$. At $D=0$ all three sums equal 1. For $D\ne0$ the correct oscillator strengths do not add up to the number of electrons, and the sum that does is the mixed one.

## 3. The velocity in a crystal

Bloch states extend over the crystal and $\mathbf r_{cv}$ is not defined by a convergent integral, so (1) needs another route. Write $\psi_{n\mathbf k}=N_k^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ for a crystal of $N_k$ cells of volume $\Omega$, with $u$ periodic and normalized in one cell. Then $H(\mathbf k)u_{n\mathbf k}=e_{n\mathbf k}u_{n\mathbf k}$ with $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$.

The kinetic part is $\tfrac12(\mathbf p+\mathbf k)^2$, with first derivative $\mathbf p+\mathbf k$ and second derivative $\partial_n^2=1$ along $\mathbf n$, where $\partial_n=\mathbf n\cdot\nabla_{\mathbf k}$. The matrix element $\langle u_m|\mathbf p+\mathbf k|u_n\rangle$ equals $\langle\psi_m|\mathbf p|\psi_n\rangle$ and is written $\mathbf p_{mn}$. The local potential is unchanged by the transformation. The nonlocal part has the kernel $V(\mathbf r,\mathbf r')e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}$, whose derivatives carry the factors $-i\,\mathbf n\cdot(\mathbf r-\mathbf r')$ and $-[\mathbf n\cdot(\mathbf r-\mathbf r')]^2$. The commutator $[V,x]$ has the kernel $V(\mathbf r,\mathbf r')(x'-x)$, so $i[V,x]$ carries $-i(x-x')$ and $-[[V,x],x]$ carries $-(x-x')^2$. The factors match:

$$\partial_nH(\mathbf k)=\mathbf n\cdot\mathbf v(\mathbf k),\qquad \partial_n^2H(\mathbf k)=1-[[V_{\rm nl},x],x](\mathbf k).\tag{4}$$

Only the difference $\mathbf r-\mathbf r'$ appears, and it is unchanged when both points move by a lattice vector, so the commutators are periodic operators although $\mathbf r$ is not. They exist when the kernel has finite first and second moments in $\mathbf r-\mathbf r'$, which is the sense in which $V_{\rm nl}$ must be short ranged. For a local potential the kernel is $V(\mathbf r)\delta(\mathbf r-\mathbf r')$, both factors vanish on it, and $\mathbf v=\mathbf p$.

For a separable potential $V_{\rm nl}=\sum_{\mathbf R}|\beta_{\mathbf R}\rangle D\langle\beta_{\mathbf R}|$ and plane waves $|\mathbf K\rangle=(N_k\Omega)^{-1/2}e^{i\mathbf K\cdot\mathbf r}$ with $\mathbf K=\mathbf k+\mathbf G$, the overlap is $\langle\mathbf K|\beta_{\mathbf R}\rangle=N_k^{-1/2}e^{-i\mathbf K\cdot\mathbf R}b(\mathbf K)$, where $b(\mathbf K)=\Omega^{-1/2}\int e^{-i\mathbf K\cdot\mathbf r}\beta\,d^3r$. Since $\mathbf K-\mathbf K'$ is a reciprocal lattice vector, the phases sum to $N_k$ and $V_{\mathbf K\mathbf K'}=D\,b(\mathbf K)b^*(\mathbf K')$. For the normalized Gaussian $\beta=(\pi\sigma^2)^{-3/4}e^{-r^2/2\sigma^2}$ the Fourier integral is $(2\pi\sigma^2)^{3/2}e^{-K^2\sigma^2/2}$ times the normalization, which gives a real function,

$$b=\frac{(4\pi\sigma^2)^{3/4}}{\Omega^{1/2}}e^{-K^2\sigma^2/2},\quad b'=-\sigma^2(\mathbf n\cdot\mathbf K)\,b,\quad b''=[\sigma^4(\mathbf n\cdot\mathbf K)^2-\sigma^2]\,b,$$

with primes meaning $\partial_n$. The product rule yields $\partial_nV=D(b'b^T+bb'^T)$ and $\partial_n^2V=D(b''b^T+2b'b'^T+bb''^T)$, where $b$ is the column vector over $\mathbf G$. For a real eigenvector $u$,

$$\langle\partial_n^2H\rangle=1+2D\left[(b'\cdot u)^2+(b''\cdot u)(b\cdot u)\right].\tag{5}$$

Differentiating the definition of $b$ gives $\langle\mathbf K|x\beta\rangle\propto ib'$ and $\langle\mathbf K|x^2\beta\rangle\propto-b''$, so the bracket in (5) is $|\langle x\beta|\psi\rangle|^2-{\rm Re}\,\langle\psi|x^2\beta\rangle\langle\beta|\psi\rangle$ per cell. For a state that is positive and even where $\beta$ lives, the first term vanishes and the correction has the sign of $-D$. For a state that is odd there, the second term vanishes and the correction is $2D|\langle x\beta|\psi\rangle|^2$, which has the sign of $+D$ unless that overlap also vanishes, as it does for a state odd along a direction perpendicular to $\mathbf n$.

The model used for all numbers is an orthorhombic cell of $4.5\times5\times6$ bohr ($\Omega=135$ bohr³), with $V_{\rm loc}=-V_0\sum_a\cos(2\pi x_a/a_a)$, $V_0=0.5$ Ha, one Gaussian projector per cell at the minimum of $V_{\rm loc}$ with $\sigma=1$ bohr and $D=0.2$ Ha, and two electrons per cell in one filled band. The basis is the fixed set of 209 plane waves with $G^2/2\le10$ Ha, the same at every $\mathbf k$. Inversion symmetry makes $H(\mathbf k)$ real. Over the sampled points (a $12^3$ grid and the corners of one zone octant) the gap is 0.152 Ha = 4.13 eV, the smallest direct gap is 0.285 Ha and the valence band is 0.169 Ha wide. The numerical check, with its output, supplies these and all later numbers.

Equation (4) is tested at the point $\mathbf k_0=(0.31,0.17,0.23)$ in reduced coordinates along $\mathbf n=(1,2,2)/3$. The commutators are built from real-space quadrature of $\beta$, $x\beta$ and $x^2\beta$ and compared with finite differences of $H(\mathbf k)$. The largest absolute differences of matrix elements are $3.8\times10^{-8}$ and $3.5\times10^{-8}$ a.u., against a tolerance of $10^{-6}$.

## 4. The pair density from k·p

The phases in the definition cancel, $e^{-i(\mathbf k+\mathbf q)\cdot\mathbf r}e^{i\mathbf q\cdot\mathbf r}e^{i\mathbf k\cdot\mathbf r}=1$, and the $N_k$ equal cell integrals cancel the normalization:

$$\rho_{mn}(\mathbf k,\mathbf q)=\langle\psi_{m,\mathbf k+\mathbf q}|e^{i\mathbf q\cdot\mathbf r}|\psi_{n\mathbf k}\rangle=\langle u_{m,\mathbf k+\mathbf q}|u_{n\mathbf k}\rangle .$$

Take a nondegenerate level $c$ and differentiate $(H-e_c)u_c=0$ along $\mathbf n$, which gives $(H-e_c)u_c'=-(H'-e_c')u_c$. Projecting on $u_m$ with $m\neq c$ gives $(e_m-e_c)\langle u_m|u_c'\rangle=-\mathbf n\cdot\mathbf v_{mc}$, so

$$u_c'=i\theta\,u_c+\sum_{m\ne c}u_m\frac{\mathbf n\cdot\mathbf v_{mc}}{e_c-e_m}.\tag{6}$$

Here $\theta$ is real because normalization requires ${\rm Re}\langle u_c|u_c'\rangle=0$, and its value is a phase convention. Then $\rho_{cv}=\langle u_c+qu_c'|u_v\rangle+O(q^2)=q\langle u_v|u_c'\rangle^*+O(q^2)$. The term in $\theta$ drops out by orthogonality, and Hermiticity gives $\mathbf v_{vc}^*=\mathbf v_{cv}$:

$$\rho_{cv}(\mathbf k,\mathbf q)=\frac{\mathbf q\cdot\mathbf v_{cv}(\mathbf k)}{e_{c\mathbf k}-e_{v\mathbf k}}+O(q^2).\tag{7}$$

The sign and phase in (7) hold for any phase choice of $u_{c,\mathbf k+\mathbf q}$ that joins smoothly onto $u_{c\mathbf k}$, for example $\langle u_{c\mathbf k}|u_{c,\mathbf k+\mathbf q}\rangle>0$. Exchanging the roles of the bands gives $\rho_{vc}\to-\mathbf q\cdot\mathbf v_{vc}/\Delta$, which has the same modulus.

The expansion (6) needs $q|\mathbf n\cdot\mathbf v_{mc}|\ll|e_c-e_m|$ for every $m$, and it fails when $c$ is degenerate with another empty level. An exact identity shows what survives. Letting $H(\mathbf k+\mathbf q)$ act to the left and $H(\mathbf k)$ to the right,

$$\rho_{cv}=\frac{\langle u_{c,\mathbf k+\mathbf q}|H(\mathbf k+\mathbf q)-H(\mathbf k)|u_{v\mathbf k}\rangle}{e_{c,\mathbf k+\mathbf q}-e_{v\mathbf k}}.\tag{8}$$

The operator is $\mathbf q\cdot\mathbf v+O(q^2)$ and the denominator is at least the fundamental gap. As $q\to0$ along $\mathbf n$, the states of a degenerate multiplet tend to some orthonormal basis of the multiplet, which may depend on $\mathbf n$. Individual $\rho_{cv}$ depend on that basis, but $\sum_c|\mathbf q\cdot\mathbf v_{cv}|^2$ over the multiplet is $\langle u_v|\mathbf q\cdot\mathbf v\,\Pi\,\mathbf q\cdot\mathbf v|u_v\rangle$ with $\Pi$ the projector on it, and does not. The same holds for degenerate filled levels. Sums over all $v$ and $c$ therefore need only the gap.

At $\mathbf k_0$ the three lowest empty levels give the following values, with the sign of each $u_c$ chosen so that $\mathbf n\cdot\mathbf v_{cv}>0$.

| | $c=1$ | $c=2$ | $c=3$ |
|---|---|---|---|
| $\Delta$ (Ha) | 0.39469 | 0.45177 | 0.55695 |
| $\mathbf n\cdot\mathbf p_{cv}$ | 0.28282 | 0.17745 | 0.28715 |
| $\mathbf n\cdot i[V_{\rm nl},\mathbf r]_{cv}$ | −0.06341 | −0.03407 | −0.07023 |
| $\mathbf n\cdot\mathbf v_{cv}/\Delta$ (bohr) | 0.55590 | 0.31739 | 0.38949 |
| $\mathbf n\cdot\mathbf p_{cv}/\Delta$ (bohr) | 0.71656 | 0.39280 | 0.51558 |
| $\rho/q$ (bohr) | 0.55643 | 0.31742 | 0.38989 |

For $c=1$, $0.28282-0.06341=0.21941$ and $0.21941/0.39469=0.5559$ bohr. The last row is the real-space integral of $\psi_c^*e^{i\mathbf q\cdot\mathbf r}\psi_v$ at $q=0.001$ bohr⁻¹, which exceeds (7) by $0.00053$ bohr for $c=1$, or about $10^{-3}$ of the value. Three tests are made on the vector of the three pair densities. Halving $q$ reduces $\rho-q\,\mathbf n\cdot\mathbf v/\Delta$ by 4.002, as an $O(q^2)$ remainder requires. The combination $[\rho(q)-\rho(-q)]/2q$, in which the $q^2$ term cancels, is $0.55590,\ 0.31739,\ 0.38949$ bohr and is required to match (7) within $10^{-4}$ of its norm. The same combination is required to differ from the $\mathbf p$ form by more than 5% of that norm. The $\mathbf p$ form is too large by $0.71656/0.55590=1.29$, $0.39280/0.31739=1.24$ and $0.51558/0.38949=1.32$, in the direction the oscillator gives for $D>0$.

A rigid shift of the empty levels is a nonlocal operator of the same kind. Let $H_s=H+sQ$ with $Q=1-P$ and $P(\mathbf k)=\sum_v|u_v\rangle\langle u_v|$. By (4) the velocity gains $s\,\partial_nQ=-s\,\partial_nP$. Its $cv$ element is $-s\langle u_c|u_v'\rangle$, since the terms $|u_{v'}\rangle\langle u'_{v'}|$ vanish against $\langle u_c|$, and (6) turns this into $+s\,\mathbf n\cdot\mathbf v_{cv}/\Delta$. The new velocity is $\mathbf v_{cv}(\Delta+s)/\Delta$, and divided by the new gap $\Delta+s$ it returns the old pair density. When quasiparticle energies are combined with unchanged orbitals, the denominator in (7) therefore belongs to the Hamiltonian whose commutator supplied $\mathbf v$, and the shifted energies enter only the frequency denominators of $\chi^0$.

## 5. The head of the polarizability

Let $\gamma$ be the one-body density matrix, with $\gamma_0$ diagonal and holding the occupations $f_n$ per spin. For a perturbation $\delta V=\phi\,e^{i\mathbf q\cdot\mathbf r-izt}$ with ${\rm Im}\,z>0$, the equation $i\dot\gamma=[H+\delta V,\gamma]$ at first order reads $z\,\delta\gamma=[H,\delta\gamma]+[\delta V,\gamma_0]$. Its element between $m$ (at $\mathbf k+\mathbf q$) and $n$ (at $\mathbf k$) is $z\,\delta\gamma_{mn}=(e_m-e_n)\delta\gamma_{mn}+(f_n-f_m)\delta V_{mn}$, with $\delta V_{mn}=\phi\rho_{mn}$ apart from the time factor. The Fourier component of the induced density at $\mathbf q$ is $(N_k\Omega)^{-1}{\rm Tr}[\delta\gamma\,e^{-i\mathbf q\cdot\mathbf r}]$, which supplies $\rho_{mn}^*$. With a factor 2 for spin degeneracy this is the Adler–Wiser expression

$$\chi^0_{00}(\mathbf q,z)=\frac2{\Omega N_k}\sum_{\mathbf k,n,m}\frac{(f_{n\mathbf k}-f_{m,\mathbf k+\mathbf q})|\rho_{mn}|^2}{z+e_{n\mathbf k}-e_{m,\mathbf k+\mathbf q}}.\tag{9}$$

In an insulator only $(n,m)=(v,c)$, with $f_n-f_m=+1$, and $(n,m)=(c,v)$, with $-1$, contribute. At leading order both have the weight $|\mathbf q\cdot\mathbf v_{cv}|^2/\Delta^2$, and the denominators become $z-\Delta$ and $z+\Delta$:

$$\chi^0_{00}\to\frac2{\Omega N_k}\sum_{\mathbf kvc}\frac{|\mathbf q\cdot\mathbf v_{cv}|^2}{\Delta^2}\left[\frac1{z-\Delta}-\frac1{z+\Delta}\right].\tag{10}$$

The bracket equals $2\Delta/(z^2-\Delta^2)$, which is $-2\Delta/(u^2+\Delta^2)$ at $z=iu$. In the random-phase approximation $\varepsilon_{00}=1-4\pi\chi^0_{00}/q^2$, and the factors $4\pi\cdot2\cdot2$ give

$$\varepsilon_{nn}(iu)=1+\frac{16\pi}{\Omega N_k}\sum_{\mathbf kvc}\frac{|\mathbf n\cdot\mathbf v_{cv}|^2}{\Delta(\Delta^2+u^2)}.\tag{11}$$

For real $\mathbf n$, $|\mathbf n\cdot\mathbf v|^2=\sum_{ab}n_an_b\,{\rm Re}(v_a^*v_b)$, which defines the tensor of section 1. A mirror $k_a\to-k_a$ reverses $v_a$ and keeps the other components, so in the orthorhombic model the off-diagonal elements cancel on a symmetric grid and $\varepsilon_{nn}=\sum_an_a^2\varepsilon_{aa}$.

The correction to (10) has relative order $q^2$ when time reversal holds. For ${\rm Im}\,z>0$ and a gap, the sum over $c$ of the first kind of term is $\langle u_{v\mathbf k}|Q(\mathbf k+\mathbf q)[z+e_{v\mathbf k}-H(\mathbf k+\mathbf q)]^{-1}|u_{v\mathbf k}\rangle$, a smooth function of $\mathbf q$ whatever the degeneracies among the empty levels, and the second kind has the same structure. Time reversal gives $u_{n,-\mathbf k}=u^*_{n\mathbf k}$ and $e_{n,-\mathbf k}=e_{n\mathbf k}$, so each term at $(-\mathbf k,-\mathbf q)$ equals the term at $(\mathbf k,\mathbf q)$. On a grid that contains $-\mathbf k$ with every $\mathbf k$, $\chi^0_{00}$ is then even in $\mathbf q$, the cubic term is absent, and the quartic term follows the quadratic one. The same symmetry maps the $(c,v)$ term at $\mathbf k'$ on the weight $|\rho_{cv}(\mathbf k,\mathbf q)|^2$ at $\mathbf k=-\mathbf k'-\mathbf q$, so the zone integral at $z=iu$ is real. That point is off a finite grid, a higher-order imaginary part can remain, and the numerical test uses the real part.

The test evaluates (9) from eigenvector overlaps on the full shifted $4^3$ grid along $\mathbf n=(1,2,2)/3$, and (11) from the three diagonal elements on the same grid. The static values of $\chi^0_{00}/q^2$ are $-0.085054$ and $-0.085052$ a.u. at $q=0.01$ and $0.005$ bohr⁻¹, and $-0.085052$ from k·p, so $\varepsilon_{nn}(0)=1+4\pi\times0.085052=2.0688$. To more digits the finite-$q$ values are 2.068817 and 2.068797 against 2.068790. The difference at the larger $q$ is $2.7\times10^{-5}$, which is $2.5\times10^{-5}$ of $\varepsilon-1$, and it falls by 3.985 when $q$ is halved. At $u=0.5$ Ha all three values are 1.356547. The extrapolation $[4\,\varepsilon(q/2)-\varepsilon(q)]/3$, which removes the $q^2$ term, is required to match (11) within $10^{-5}$ of $\varepsilon-1$ at $u=0$, $0.5$ and $1000$ Ha. This tests the $q\to0$ limit on a given grid and says nothing about the convergence of the grid.

Equation (11) is the head alone. For $\mathbf G\ne0$ the pair density at $\mathbf q+\mathbf G$ stays finite as $q\to0$, so the wing $\chi^0_{0\mathbf G}$ is $O(q)$ and the symmetrized element $-4\pi\chi^0_{0\mathbf G}/(|\mathbf q||\mathbf q+\mathbf G|)$ is finite. Write the dielectric matrix in blocks with head $\varepsilon_{00}$, row wing $w$, column wing $\tilde w$ and body $B$. Eliminating the $\mathbf G\neq0$ components from $\varepsilon y=(1,0,\dots)^T$ gives $\varepsilon_M=1/[\varepsilon^{-1}]_{00}=\varepsilon_{00}-wB^{-1}\tilde w$. The local-field term is of the same order in $q$ as the head and is not computed here. Each wing is linear in $\mathbf n$, so $\varepsilon_M$ is again a quadratic form in $\mathbf n$, and the screened interaction behaves as $4\pi/[q^2\varepsilon_M(\mathbf n)]$. The coefficient of its $1/q^2$ divergence depends on direction in a noncubic crystal, which a zone integral over $W$ has to respect near $\mathbf q=0$.

The long-wavelength pair density (7) and the head of the dielectric matrix (11) have been derived with the full velocity, including the commutator of the nonlocal potential, and checked against finite-$q$ calculations in a model crystal. What remains is the f-sum rule that this head obeys, its convergence over the zone, and the error made by using $\mathbf p$ alone.
